# Zero-Point Displacement of an Oxygen Atom in a Harmonic Mode

## Problem

Dielectric constants of gate oxides are often computed with the nuclei placed at definite points. A real oxygen atom is spread out even at zero temperature. Take an oxygen atom in a hafnia-like oxide, vibrating harmonically along one direction at 400 cm$^{-1}$ while its neighbours are held still.

1. Derive and estimate its root-mean-square displacement in the ground state.
2. How does the displacement change at 300 K, and in a hot chip at 358 K?
3. What changes when the hafnium atoms can move, and what does "an atom in a mode" mean in a crystal?
4. Compare the displacement with the shift caused by an oxide field of 2 MV/cm. Does the zero-point motion alter the static dielectric response of the mode?

The algebra uses atomic units, $\hbar=m_e=e=1$, with temperature $T$ measured as an energy. Numbers are in eV and Å. The oxygen mass is $M$, the angular frequency $\omega$ and the spring constant $k=M\omega^2$.

## Solution

### 1. The ground state

The Hamiltonian is

$$H=\frac{p^2}{2M}+\frac{M\omega^2x^2}{2},\qquad [x,p]=i .$$

Define $A=p-iM\omega x$, so that $A^\dagger=p+iM\omega x$. Keeping the order of the operators,

$$A^\dagger A=p^2+M^2\omega^2x^2+iM\omega(xp-px)=p^2+M^2\omega^2x^2-M\omega ,$$

because $i[x,p]=-1$. Dividing by $2M$ and rearranging gives

$$H=\frac{A^\dagger A}{2M}+\frac{\omega}{2}.$$

In a normalized state $\psi$ the mean energy is $\|A\psi\|^2/(2M)+\omega/2$. It cannot lie below $\omega/2$, and it equals $\omega/2$ if and only if $A\psi=0$. With $p=-i\,d/dx$ this condition reads

$$-i\psi'-iM\omega x\psi=0\quad\Rightarrow\quad \psi'=-M\omega x\,\psi\quad\Rightarrow\quad \psi\propto e^{-M\omega x^2/2}.$$

The solution can be normalized, so it is the ground state. Its probability density is proportional to $e^{-\alpha x^2}$ with $\alpha=M\omega$. The mean of $x$ vanishes by symmetry. For the mean square, differentiate the Gaussian integral with respect to $\alpha$:

$$\int x^2e^{-\alpha x^2}dx=-\frac{d}{d\alpha}\sqrt{\frac{\pi}{\alpha}}=\frac{1}{2\alpha}\sqrt{\frac{\pi}{\alpha}} .$$

Dividing by the normalization integral $\sqrt{\pi/\alpha}$ leaves

$$\boxed{\sigma^2\equiv\langle x^2\rangle=\frac{1}{2M\omega}}$$

In ordinary units the right-hand side is $\hbar/(2M\omega)$, which is conveniently written as

$$\sigma^2=\frac{\hbar^2/2M}{\hbar\omega}.$$

For an electron $\hbar^2/2m_e=3.81$ eV Å$^2$. Oxygen is 29164 times heavier, so $\hbar^2/2M=1.306\times10^{-4}$ eV Å$^2$. The mode quantum is $\hbar\omega=0.04959$ eV. Therefore

$$\sigma^2=\frac{1.306\times10^{-4}}{0.04959}\approx0.00263\ \text{Å}^2,\qquad \sigma\approx0.051\ \text{Å}\;(0.097\ \text{bohr}).$$

The estimate is thus about 0.05 Å, or 2.4 percent of a bond of rough length 2.1 Å. Diagonalizing the same Hamiltonian on a grid gives 0.0513 Å.

The energies agree with this size. The spring constant is 9.414 eV/Å$^2$, so the mean potential energy is $k\sigma^2/2=9.414\times0.002634/2=0.0124$ eV. This is half of the zero-point energy, 0.0248 eV, as it must be, since $k\sigma^2/2=\omega/4$.

The result refers to one direction. If the atom is bound equally in three directions, the three variances add and the total displacement is $\sqrt3\,\sigma=0.089$ Å. At fixed mass $\sigma$ varies as $\omega^{-1/2}$, so halving the frequency raises it by a factor 1.41. At fixed spring constant, $\omega=\sqrt{k/M}$ gives $\sigma^2=1/(2\sqrt{kM})$, so $\sigma$ depends on the mass only as $M^{-1/4}$.

### 2. Temperature

The excited levels follow from the same operators. Reversing their order changes the sign of the commutator term, so $AA^\dagger-A^\dagger A=2M\omega$. Hence

$$[H,A^\dagger]=\frac{A^\dagger[A,A^\dagger]}{2M}=\omega A^\dagger,\qquad [H,A]=-\omega A .$$

Thus $A^\dagger$ raises the energy by $\omega$ and $A$ lowers it by $\omega$. Repeated lowering must stop, since no energy lies below $\omega/2$. It can stop only at a state with $A\psi=0$, which is the ground state. Raising never stops, because $\|A^\dagger\psi\|^2=\|A\psi\|^2+2M\omega>0$. The levels are therefore $E_n=(n+\tfrac12)\omega$. Each is single: on an excited level $A^\dagger A$ is a nonzero number, so $A$ cannot merge two independent states, and the ground level has one state.

Now vary $\omega$ at fixed $M$. For a normalized eigenstate the change of the wavefunction does not contribute to $dE_n/d\omega$, because it enters as $E_n\,d\langle\psi|\psi\rangle/d\omega=0$. What remains is

$$n+\tfrac12=\frac{dE_n}{d\omega}=\left\langle\frac{\partial H}{\partial\omega}\right\rangle_n=M\omega\langle x^2\rangle_n .$$

With $q=e^{-\omega/T}$, the Boltzmann average of $n$ is $\sum nq^n/\sum q^n=q/(1-q)$. Adding one half gives

$$\frac{q}{1-q}+\frac12=\frac{1+q}{2(1-q)}=\frac12\coth\frac{\omega}{2T},$$

and so

$$\sigma_T^2=\frac{1}{2M\omega}\coth\frac{\omega}{2T}.$$

For $T\ll\omega$ the hyperbolic factor tends to 1 and the zero-point result returns. For $T\gg\omega$ it tends to $2T/\omega$, and $\sigma_T^2\to T/k$, the classical result, which contains neither $\hbar$ nor the mass. The present mode lies between these limits: $\sigma_T=0.0595$ Å at 300 K and 0.0629 Å at 358 K, which are 16 and 23 percent above the zero-point value.

### 3. Moving cations and extended modes

**A free pair.** Let one oxygen and one hafnium atom, of mass $M_c$, form a free pair whose stretch has the same $\omega$ as before. Let $r$ be the change of their separation. With the centre of mass at rest, the oxygen moves by $x_O=M_c r/(M+M_c)$. The coordinate $r$ has the reduced mass $\mu=MM_c/(M+M_c)$, so $\langle r^2\rangle=1/(2\mu\omega)$ and

$$\langle x_O^2\rangle=\frac{M_c^2}{(M+M_c)^2}\,\frac{M+M_c}{2MM_c\,\omega}=\frac{M_c}{M+M_c}\,\frac{1}{2M\omega}.$$

The mass factor is $178.49/(178.49+15.999)=0.918$, which lowers the displacement to 0.0492 Å. In the stretch of a pair, recoil matters little because hafnium is heavy. In a lattice the hafnium atoms also bring in soft modes, treated next.

**A lattice.** Let $u_a$ be the displacement of atom $a$, and use the mass-weighted coordinates $\sqrt{M_a}\,u_a$. The kinetic energy then has unit mass for every coordinate, and an orthogonal transformation to normal coordinates $Q_s$ separates the potential energy:

$$\sqrt{M_a}\,u_a=\sum_s e_{as}Q_s,\qquad \sum_a e_{as}^2=1,\qquad \sum_s e_{as}^2=1 .$$

Each $Q_s$ is an independent oscillator of unit mass, so its variance is $\coth(\omega_s/2T)/(2\omega_s)$ and the cross terms vanish. For an oxygen atom,

$$\langle u_O^2\rangle=\sum_s e_{Os}^2\,\frac{\coth(\omega_s/2T)}{2M\omega_s}.$$

In a mode that moves all $N$ cells equally, the first normalization makes $e_{Os}^2$ of order $1/N$. One extended mode therefore moves each atom very little. The estimate of part 1 describes a local oscillator, or the sum over a whole branch of modes, provided that their frequencies are nearly equal and that together they carry nearly all of the oxygen's weight, $\sum_s e_{Os}^2\approx1$.

A ring of 24 cells shows this. Hafnium and oxygen alternate, joined by springs $k/2$, so that an oxygen between two fixed hafnium atoms vibrates at 400 cm$^{-1}$. Each hafnium is also tied to its site by a spring that alone would give it 100 cm$^{-1}$, a rough stand-in for the rest of the solid. The upper branch runs from 400 to 419 cm$^{-1}$. Its highest mode alone gives each oxygen 0.0098 Å, while the whole branch gives 0.0495 Å.

The lower branch, from 96 to 156 cm$^{-1}$, adds motion in which the oxygen follows the mean position of its two hafnium neighbours: it moves with them at long wavelength and is at rest at the top of the branch, where they move in opposite directions. With all modes the displacement is 0.054 Å at zero temperature and 0.071 Å at 300 K. At 300 K the upper branch can supply at most the 0.0595 Å of part 2, because its frequencies are not below 400 cm$^{-1}$ and its weights sum to at most 1. The lower branch must then supply at least $\sqrt{0.0713^2-0.0595^2}\approx0.039$ Å.

### A few cases

The third digit serves to compare cases within the model.

| Case (one direction) | Displacement (Å) |
|---|---:|
| 400 cm$^{-1}$, 0 K, cations fixed | 0.0513 |
| 200 cm$^{-1}$, otherwise the same | 0.0726 |
| 700 cm$^{-1}$, otherwise the same | 0.0388 |
| 400 cm$^{-1}$, 300 K, cations fixed | 0.0595 |
| Free O–Hf pair, 400 cm$^{-1}$, 0 K | 0.0492 |
| Ring, all modes, 0 K | 0.0540 |
| Ring, all modes, 300 K | 0.0713 |
| Ring, all modes, 358 K | 0.0761 |

### 4. Field and dielectric response

Let $E$ be the macroscopic field in the oxide. The Born effective charge $Z^*$ is the force on the atom per unit of this field, so the force is $f=Z^*E$. Taking $Z^*$ as constant and completing the square,

$$\frac{kx^2}{2}-fx=\frac{k}{2}(x-s)^2-\frac{f^2}{2k},\qquad s=\frac{Z^*E}{k}.$$

The well moves by $s$ and keeps its shape, so the width is unchanged. A field of 2 MV/cm is 0.02 V/Å. With a rough oxygen charge $Z^*=-2.5$, the force is $-0.05$ eV/Å and

$$s=\frac{-0.05}{9.414}=-0.0053\ \text{Å}.$$

The oxygen moves against the field by about a tenth of its zero-point spread. The small size of the shift does not make it negligible: the zero-point displacement averages to zero, whereas $s$ is a mean displacement and carries a dipole $Z^*s=Z^{*2}E/k$. This dipole contains neither $\hbar$ nor $T$. For a harmonic mode with constant $Z^*$, a calculation that treats the nuclei as classical points, relaxing in the field, therefore gives the correct static response.

Anharmonicity changes this conclusion. Place the oxygen midway between two equal Morse bonds of depth $D$ and range parameter $a$:

$$V=D\left[(1-e^{-ax})^2+(1-e^{ax})^2\right]=D\,[\,2-4\cosh ax+2\cosh 2ax\,].$$

The constant terms cancel. The coefficient of $x^2$ is $D(-2+4)a^2=2Da^2$, and that of $x^4$ is $D(-4+32)a^4/24=7Da^4/6$. Equating the first to $k/2$ gives $D=k/(4a^2)$, and hence

$$V=\frac{kx^2}{2}+gx^4+\dots,\qquad g=\frac{7ka^2}{24}.$$

The free energy is $\Phi=-T\ln\sum_n e^{-E_n/T}$. Its derivative with respect to any parameter is the Boltzmann average of $dE_n$ per unit change, which is the thermal mean of $\partial H/\partial(\text{parameter})$. Thus $d\Phi/dg=\langle x^4\rangle$ and $-d\Phi/df=\langle x\rangle$. To first order in $g$, the average of $x^4$ is taken in the shifted harmonic well. With $x=s+y$, odd powers of $y$ average to zero:

$$\langle x^4\rangle=s^4+6s^2\sigma_T^2+\langle y^4\rangle .$$

The last term does not depend on $f$. Since $s=f/k$,

$$\langle x\rangle=\frac{f}{k}-\frac{g}{k}\left(4s^3+12s\sigma_T^2\right)\approx s\left(1-\frac{12g\sigma_T^2}{k}\right)$$

for a weak field. The fractional loss of response is $12g\sigma_T^2/k=\tfrac72a^2\sigma_T^2$. For a rough $a=1.5$ Å$^{-1}$ it is $3.5\times2.25\times0.002634=2.1$ percent at zero temperature and 2.8 percent at 300 K. Grid diagonalization with the full Morse potentials gives 2.0 and 2.7 percent. With the neighbours held at fixed separation, the zero-point motion thus lowers the response of the mode by about 2 percent, relative to the value set by the curvature at the minimum. The sign depends on that condition. Each bond has energy $kr^2/4-kar^3/4+\dots$ in its stretch $r$. If both bonds lengthen by $d$ until their mean tension $kd/2-3ka\sigma_T^2/4$ vanishes, then $d=\tfrac32a\sigma_T^2$, about 0.006 Å at zero temperature. The spring constant falls to $k(1-3ad)$, which raises the response by $\tfrac92a^2\sigma_T^2$. The net change is then a gain of $a^2\sigma_T^2$, about 0.6 percent at zero temperature.

### Beside a real gate oxide

The frequency, Born charge and field are rough but ordinary values for hafnia-like films. Such a film does not have a single frequency: its optical vibrations spread from roughly 100 to 800 cm$^{-1}$, and the acoustic modes lie below. The table shows the effect at fixed mass, from 0.039 Å at 700 cm$^{-1}$ to 0.073 Å at 200 cm$^{-1}$. At 300 K, heat and hafnium motion together raise the model value from 0.051 to 0.071 Å. This last figure depends strongly on the assumed hafnium site spring: it is 0.089 Å for 50 cm$^{-1}$ and 0.063 Å for 200 cm$^{-1}$, while the zero-temperature value stays between 0.052 and 0.056 Å. The 2 percent loss of response in part 4 is itself rough, since it grows as $a^2$. It also assumes neighbours at fixed separation, and expansion of the bonds reverses its sign. Real oxygen sites further lack the symmetry assumed there, which admits cubic terms that can raise the response. For a real site even the sign of the correction is therefore not settled by this model. A uniform field also moves all the oxygen atoms together, so the shift in a real film is set by its polar long-wavelength modes. Where these are soft, it can be larger than the value found here for one atom among fixed neighbours. A value for a particular film needs its full set of modes, but 0.05 Å remains the right scale for the zero-point motion. The numerical output below lists the inputs and intermediate values.

## Numbers as computed

```
INPUTS (material values are rough)
oxygen mass: 15.999 u
hafnium mass: 178.49 u
mode wavenumber: 400 cm^-1
bond length: 2.1 angstrom
oxygen Born charge: -2.5 e
oxide field: 2 MV/cm
Morse range parameter: 1.5 1/angstrom
hafnium site wavenumber in ring: 100 cm^-1
MAIN ESTIMATE
oxygen mass in atomic units: 29164 electron masses
mode quantum in atomic units: 0.001823 hartree
hbar^2/(2 m_e): 3.81 eV angstrom^2
hbar^2/(2M): 0.0001306 eV angstrom^2
mode quantum: 0.04959 eV
zero-point energy: 0.0248 eV
spring constant: 9.414 eV/angstrom^2
variance: 0.002634 angstrom^2
rms displacement, one direction: 0.0513 angstrom
rms displacement, one direction: 0.097 bohr
rms from grid diagonalization: 0.0513 angstrom
rms for three equal directions: 0.0889 angstrom
rms / bond length: 2.4 percent
WHAT THE ESTIMATE LEAVES OUT
rms at 200 cm^-1: 0.0726 angstrom
rms at 700 cm^-1: 0.0388 angstrom
rms at 300 K: 0.0595 angstrom
rms at 358 K: 0.0629 angstrom
rms with hafnium recoil: 0.0492 angstrom
cells in ring: 24
ring: lowest mode: 95.6 cm^-1
ring: top of lower branch: 156 cm^-1
ring: bottom of upper branch: 400 cm^-1
ring: highest mode: 419 cm^-1
ring: oxygen rms, highest mode alone: 0.00976 angstrom
ring: oxygen rms, upper branch: 0.0495 angstrom
ring: oxygen rms, all modes, 0 K: 0.054 angstrom
ring: oxygen rms, all modes, 300 K: 0.0713 angstrom
ring: oxygen rms, all modes, 358 K: 0.0761 angstrom
DIELECTRIC RESPONSE AND ANHARMONICITY
force from field: -0.05 eV/angstrom
shift in field: -0.00531 angstrom
size of shift / zero-point rms: 0.103
Morse depth per bond: 1.05 eV
quartic coefficient: 6.18 eV/angstrom^4
anharmonic rms, 0 K: 0.0511 angstrom
response loss, 0 K, grid: 2.02 percent
response loss, 0 K, first order: 2.07 percent
anharmonic rms, 300 K: 0.0589 angstrom
response loss, 300 K, grid: 2.66 percent
response loss, 300 K, first order: 2.79 percent
```
